# Dynamical charge of a polar bond and its root-two maximum

## Definitions and conventions

Two atomic centres lie a distance $d$ apart. Each carries one orbital and supplies one electron, so each core, meaning the atom without that electron, has charge $+e$, with $e>0$. The centre with the lower orbital energy is called the anion and the other the cation. Energies are measured from the mean of the two orbital energies, which are then $-V_3$ and $+V_3$, with $V_3\ge 0$.

The orbitals are coupled by a matrix element $-V_2$, where

$$V_2=\eta\,\frac{\hbar^2}{m d^2},\qquad \eta>0 .$$

Here $m$ is the electron mass and $\eta$ is a pure number. Units are Gaussian. The bond axis $x$ runs from anion to cation, with the anion at $-d/2$ and the cation at $+d/2$. A dipole is positive when it points along $+x$.

Three charges have to be kept apart:

- The static charge $q$ is the net charge of the cation at fixed length.
- The full ionic charge is the value of $q$ when both electrons sit on the anion. With one electron supplied by each centre, it is $e$.
- The dynamical charge $eZ$ is the change of dipole per unit stretch, $eZ=dp/dd$.

The model assumes that $V_3$ and $\eta$ do not depend on $d$, that the orbitals are orthogonal, and that the position operator has only the diagonal elements $\pm d/2$. Interaction between the electrons is left out, and the bond has no neighbours. The claim to be derived is that $Z$ has the maximum $\sqrt2$ under these assumptions.

## First case: rigid charges

Switch the coupling off, $V_2=0$, with $V_3>0$. Both electrons occupy the anion orbital. The anion has charge $e-2e=-e$ and the cation has $+e$, so

$$p=(-e)\left(-\frac d2\right)+(+e)\left(\frac d2\right)=e\,d,\qquad Z=1 .$$

Static and dynamical charge agree because nothing moves between the centres when the bond is stretched.

The opposite case is $V_3=0$ with $V_2>0$. The two centres are equivalent, each holds one electron at every length, and $p=0$, so $Z=0$. Any value of $Z$ above 1 must therefore come from the region between these cases, where the charge depends on the length.

## Polar bond at fixed length

In the basis (anion, cation) the one-electron Hamiltonian is

$$H=\begin{pmatrix}-V_3&-V_2\\-V_2&V_3\end{pmatrix}.$$

Its trace is zero and its determinant is $-(V_3^2+V_2^2)$, so the eigenvalues are $\mp W$ with $W=\sqrt{V_2^2+V_3^2}$. Let the lower state have amplitudes $a$ on the anion and $c$ on the cation. The first row of $H\psi=-W\psi$ gives

$$-V_3a-V_2c=-Wa\quad\Rightarrow\quad \frac ca=\frac{W-V_3}{V_2}.$$

Since $V_2^2=W^2-V_3^2=(W-V_3)(W+V_3)$, the ratio of weights is

$$\frac{c^2}{a^2}=\frac{(W-V_3)^2}{(W-V_3)(W+V_3)}=\frac{W-V_3}{W+V_3}.$$

Define the polarity $\alpha=V_3/W$, which lies between 0 and 1. With $a^2+c^2=1$,

$$a^2=\frac{1+\alpha}{2},\qquad c^2=\frac{1-\alpha}{2}.$$

Both electrons, with opposite spins, occupy this state. The anion holds $1+\alpha$ electrons and the cation $1-\alpha$. Adding the cores gives net charges $-e\alpha$ and $+e\alpha$, so

$$q=e\alpha,\qquad p=e\,\alpha\, d .$$

For $V_2\to0$ we have $\alpha\to1$ and recover the rigid ions. For $V_3\to0$ we have $\alpha\to0$ and recover the nonpolar bond.

## Letting the length change

The polarity depends on $d$ through $V_2$, so the product rule gives two terms:

$$Z=\frac1e\frac{dp}{dd}=\alpha+d\,\frac{d\alpha}{dd}.$$

The first is the static charge carried along rigidly. The second is charge that passes between the centres during the stretch, multiplied by the distance it covers.

To find the second term, differentiate $\alpha=V_3(V_2^2+V_3^2)^{-1/2}$ at fixed $V_3$:

$$\frac{\partial\alpha}{\partial V_2}=-\frac{V_3V_2}{W^3}.$$

The inverse-square law gives $dV_2/dd=-2V_2/d$. The two minus signs cancel:

$$d\,\frac{d\alpha}{dd}=\frac{2V_3V_2^2}{W^3}=2\,\frac{V_3}{W}\,\frac{V_2^2}{W^2}=2\alpha(1-\alpha^2).$$

The last step uses $V_2^2/W^2=1-V_3^2/W^2$. The transfer term is positive: stretching weakens the coupling, the electrons settle further onto the anion, and the dipole grows faster than the length. Adding the static part,

$$\boxed{Z=\alpha+2\alpha(1-\alpha^2)=3\alpha-2\alpha^3 .}$$

Both limits survive: $Z=0$ at $\alpha=0$ and $Z=1$ at $\alpha=1$. Near the nonpolar end, $Z\simeq3\alpha$, so the dynamical charge is three times the static one, with two of the three parts coming from transfer. Near the ionic end, put $\alpha=1-\epsilon$. To first order in $\epsilon$,

$$Z\simeq3(1-\epsilon)-2(1-3\epsilon)=1+3\epsilon ,$$

so the ionic value is approached from above, and the maximum must lie at a polarity below 1.

## The maximum

The first two derivatives with respect to $\alpha$ are

$$\frac{dZ}{d\alpha}=3-6\alpha^2,\qquad \frac{d^2Z}{d\alpha^2}=-12\alpha .$$

The first vanishes at $\alpha=1/\sqrt2$, where the second is negative. The value there is

$$Z_{\max}=\frac{3}{\sqrt2}-\frac{2}{2\sqrt2}=\frac{2}{\sqrt2}=\sqrt2 .$$

The ends of the interval give 0 and 1, so this is the largest value on the whole range. Since $\alpha^2=V_3^2/(V_2^2+V_3^2)=1/2$ there, the maximum occurs at $V_2=V_3$. The static and transfer parts are then equal:

$$\alpha=\frac1{\sqrt2},\qquad 2\alpha(1-\alpha^2)=\frac{2}{\sqrt2}\cdot\frac12=\frac1{\sqrt2}.$$

For given $V_3$ and $\eta$, the condition $V_2=V_3$ fixes a length,

$$d^*=\sqrt{\frac{\eta\hbar^2}{mV_3}} .$$

The maximum value itself contains neither $\eta$ nor $V_3$; they set only where it falls.

It is also useful to know where $Z$ exceeds the full ionic charge. Factorizing,

$$Z-1=-(2\alpha^3-3\alpha+1)=(1-\alpha)(2\alpha^2+2\alpha-1).$$

The second factor is positive for $\alpha>(\sqrt3-1)/2\simeq0.37$. A dynamical charge above the ionic value is thus no sign of a nearly ionic bond. At polarities 0.5 and 0.9 the values are 1.250 and 1.242, almost the same charge from very different bonds.

## The same charge from a force

Let a uniform field $F$ point along $+x$. An electron has potential energy $+eFx$, which changes the orbital energies to $-V_3-eFd/2$ and $V_3+eFd/2$. The field energies of the two equal cores cancel. The field therefore replaces $V_3$ by $V_3+eFd/2$, and the energy of the two electrons is

$$E(d,F)=-2\sqrt{V_2^2+\left(V_3+\frac{eFd}{2}\right)^2}.$$

Differentiating with respect to $F$ and then setting $F=0$ gives

$$-\left.\frac{\partial E}{\partial F}\right|_0=2\cdot\frac{V_3}{W}\cdot\frac{ed}{2}=e\alpha d=p .$$

The force that lengthens the bond is $f=-\partial E/\partial d$. Because $E$ is smooth, the order of differentiation can be exchanged:

$$\left.\frac{\partial f}{\partial F}\right|_0=-\left.\frac{\partial^2E}{\partial F\,\partial d}\right|_0=\frac{dp}{dd}=eZ .$$

A weak field thus pulls the bond apart with force $eZF$, not $e\alpha F$. The electrons redistribute in the field, and this changes the bonding force.

## Generalizing the geometry, the coupling and the electron count

**Sideways displacement.** Move the cation by a small $y$ perpendicular to the bond, and let the orbitals turn with the bond so that the coupling depends on length alone. The new length is $\sqrt{d^2+y^2}=d+O(y^2)$, so $\alpha$ is unchanged to first order. The dipole has the sideways component $e\alpha y$, and the transverse dynamical charge is $\alpha$. The mean over one longitudinal and two transverse directions is

$$\bar Z=\frac{(3\alpha-2\alpha^3)+2\alpha}{3}=\frac{5\alpha-2\alpha^3}{3}.$$

Its derivative $(5-6\alpha^2)/3$ vanishes at $\alpha^2=5/6$, where $\bar Z=(10/9)\sqrt{5/6}\simeq1.014$. The factor $\sqrt2$ belongs to stretching. After averaging over directions, the excess over the ionic charge is at most about 1.4%.

**Another power law.** Let $V_2\propto d^{-n}$. The factor 2 in $dV_2/dd$ becomes $n$, and

$$Z=\alpha+n\alpha(1-\alpha^2)=(1+n)\alpha-n\alpha^3 .$$

The derivative vanishes at $\alpha^2=(1+n)/(3n)$, which lies below 1 when $n>1/2$. There $n\alpha^2=(1+n)/3$, so

$$Z_{\max}=\alpha\left[(1+n)-\frac{1+n}{3}\right]=\frac23(1+n)\sqrt{\frac{1+n}{3n}} .$$

For $n=2$ this is $2\sqrt{1/2}=\sqrt2$. For $n=3$ and $n=4$ it is 1.778 and 2.152. At $n=1/2$ the maximum reaches the ionic end and equals 1; below that, the transfer is too weak to lift $Z$ above the ionic charge. The number $\sqrt2$ is therefore a consequence of the inverse-square law.

**Unequal supply of electrons.** Let the anion supply $1+\delta$ electrons and the cation $1-\delta$, with $0\le\delta<1$. The electrons are distributed as before, but the cores now have charges $e(1+\delta)$ and $e(1-\delta)$. The cation's net charge is $e(1-\delta)-e(1-\alpha)=e(\alpha-\delta)$, so $p=e(\alpha-\delta)d$ and

$$Z=3\alpha-2\alpha^3-\delta .$$

The full ionic charge, at $\alpha=1$, is now $e(1-\delta)$. The ratio of the largest $Z$ to it is

$$\frac{\sqrt2-\delta}{1-\delta},$$

which equals $\sqrt2$ at $\delta=0$ and is larger for $\delta>0$. Germanium has two valence p electrons and tellurium has four. Spread evenly over three axes, this gives 2/3 and 4/3 per axis, so $\delta=1/3$. The largest $Z$ is then 1.081, the ionic charge is 0.667, and the ratio is 1.62. The statement about $\sqrt2$ needs a bond to which each atom gives one electron.

## Worked example: a germanium–chalcogen bond

In an amorphous network where germanium has four neighbours and the chalcogen two, each atom can supply one electron to each bond, so $\delta=0$. Take the round parameters $d=0.26$ nm, $\eta=2.2$ and $V_3=1.5$ eV. This $V_3$ is chosen to place the bond at intermediate polarity and is larger than free-atom levels suggest. In the local-density approximation a germanium sp³ hybrid lies only about 0.2 eV above the tellurium p level and 0.7 eV above the selenium p level, that is $V_3\approx0.1$ and $0.3$ eV, for which the formula gives $Z\approx0.1$ and $0.4$. With $\hbar^2/m=0.07620$ eV nm²,

$$V_2=\frac{2.2\times0.07620}{(0.26)^2}=2.480\ \text{eV},\qquad W=\sqrt{2.480^2+1.5^2}=2.898\ \text{eV}.$$

The polarity is $\alpha=1.5/2.898=0.518$. The dipole is $0.518\times0.26=0.135$ $e$ nm, or 6.46 debye. The dynamical charge is

$$Z=0.5176+0.7578=1.2754 ,$$

where the second number is $2\alpha(1-\alpha^2)$. In other units, $eZ=2.04\times10^{-19}$ C. More than half of it is transfer. The mixed derivative of the energy in a field, evaluated numerically from the Hamiltonian, also gives 1.2754.

The example lies about 10% below the maximum. With $V_3$ held at 1.5 eV, the maximum is at

$$d^*=\sqrt{\frac{2.2\times0.07620}{1.5}}=0.334\ \text{nm},$$

a stretch of 29%. A numerical search over length, using the diagonalized Hamiltonian, finds the value 1.41421 there. So long a bond is outside the range where the model can be trusted. Its limit of infinite length is a pair of ions, whereas the neutral pair should win once repulsion is counted: with an on-site repulsion of 7 eV and a gain of $2V_3=3$ eV, separated ions lie 4 eV above separated neutral atoms. The maximum is better read as a statement about different bonds of one length. At 0.26 nm it would require $V_3=V_2=2.48$ eV.

Now apply 1 MV/cm, which is 0.1 V/nm, and take this as the field acting on the bond. The local field in a film can differ from the applied one. The force is

$$eZF=1.275\times0.1=0.1275\ \text{eV/nm}=20.4\ \text{pN}.$$

For a bond stiffness of 100 N/m the stretch is 0.204 pm, less than 0.1% of the length. The linear treatment is justified because $eFd/2=0.013$ eV is under 1% of $V_3$.

At 300 K the classical thermal spread of the length is $\sqrt{k_BT/k}=6.44$ pm for the same stiffness $k$, about thirty times the field-induced stretch. For Ge–Te or Ge–Se masses the vibrational quantum is close to $k_BT$, and the quantum spread is 3–4% larger. Its effect on $Z$ follows from the chain rule,

$$\frac{dZ}{dd}=(3-6\alpha^2)\,\frac{2\alpha(1-\alpha^2)}{d}\simeq\frac{1.39\times0.758}{0.26}\simeq4.1\ \text{nm}^{-1},$$

which gives a change of 0.026, or 2% of $Z$. At the maximum the factor $3-6\alpha^2$ vanishes, and so does this first-order sensitivity.

## Testing the assumptions on the same bond

**Coupling law.** If the coupling falls as $d^{-3}$ but has the same value at 0.26 nm, the transfer part grows by half and $Z$ becomes 1.654, which is 30% higher. This exceeds $\sqrt2$, in accordance with the general-$n$ result.

**Electron interaction.** Two electrons in a singlet state have three configurations: both on the anion, one on each centre, and both on the cation. Relative to the middle one, the first and last cost $J-2\Delta$ and $J+2\Delta$, where $\pm\Delta$ are the orbital energies and

$$J=U-\frac{e^2}{d}.$$

Here $U$ is the repulsion on one site, and $-e^2/d$ is the attraction of the two ions. The middle state is a normalized sum of two products, each coupled to an ionic state by $-V_2$, so the matrix element is $-2V_2/\sqrt2=-\sqrt2\,V_2$. The static charge, in units of $e$, is the probability of the first configuration minus that of the last. With $J=0$, this $3\times3$ problem reproduces $Z=1.275$.

With $U=7$ eV and $e^2/d=5.54$ eV, and with $\Delta$ readjusted so that the static charge at 0.26 nm stays at 0.518, $Z$ drops to 0.767. That is 40% lower, and below the ionic charge. Dividing both interaction terms by 10, as a crude account of screening by the surrounding solid, gives 1.225, a reduction of 4%. One cause can be seen in $J$: it rises with $d$ because the attraction weakens, which makes the ionic state dearer just as the stretch would favour it. The short-range term $U$ is probably screened less than the attraction. That leaves a larger $J$ than a single divisor does, so the reduction in a real solid may be considerably greater than 4%.

**Overlap.** Let the orbitals have overlap $s=0.3$ at 0.26 nm, falling as $d^{-2}$, with an overlap charge centred on the bond midpoint. Symmetric orthogonalization multiplies both the polar energy and the dipole by $g=(1-s^2)^{-1/2}$. Thus $p=e\alpha' g d$, where $\alpha'$ is the polarity computed with $gV_3$ and the same orthogonalized coupling $V_2$. The static factor $\alpha'g$ is larger than $\alpha$, but $g$ shrinks as the bond stretches. The net result is $Z=1.172$, 8% below the simple model. Dipoles within each atom, and an overlap charge displaced from the midpoint, remain outside this estimate.

**Neighbouring bonds.** Consider an endless chain of alternating anions and cations, with one orbital and one electron per atom and alternating bonds $d_1$ and $d_2$. Each orbital now takes part in two bonds. Shift all cations together at fixed cell length, so that $d_1$ grows as $d_2$ shrinks. With the anion at $x_A$ and the cation at $x_C$, the dipole per cell is

$$p=e\,(x_A+x_C-2w),$$

where $w$ is the centre of charge of the filled band's localized (Wannier) orbital, obtained from the Berry phase of the band. If the second coupling is removed, $x_A=0$ and $x_C=d_1$ give $w=d_1(1-\alpha)/2$ and hence $p=e\alpha d_1$, the isolated bond again.

With $d_1=0.26$ nm and the other parameters unchanged, the result is:

| $d_2$ (nm) | $Z$ |
|---|---|
| 0.26 | 4.31 |
| 0.30 | 3.31 |
| 0.36 | 2.25 |

All three exceed $\sqrt2$. Even at 0.36 nm the second coupling is $(0.26/0.36)^2=0.52$ of the first, so the bonds are far from isolated. A likely reading is that the shift drives electrons the same way through both bonds: towards the anion in the weakened bond, and from the next anion towards the cation in the strengthened one. The two transfers then add to a current along the chain.

## Beside real chalcogenides

A length near 0.26 nm is roughly that of a germanium–tellurium bond in an amorphous film, and fields approaching 1 MV/cm are of the order met in thin switching layers. The values of $\eta$, $U$ and the stiffness are rough choices, and $V_3=1.5$ eV is well above what atomic levels give for a bond from a germanium hybrid to tellurium. So $Z\simeq1.3$ illustrates a bond of polarity 0.5 without electron interaction, and is not an estimate for a real Ge–Te bond or a property of a particular alloy. For comparison, a small-basis Hartree–Fock calculation on H₃Ge–TeH gives an axial dipole near 1 debye and a stretching charge near 0.4. Of the assumptions tested above, isolation is the one whose failure changes $Z$ most. Crystalline germanium telluride has short and long bonds in line, roughly 0.28 and 0.32 nm, which share p orbitals. For the pair 0.26 and 0.30 nm the chain gives 2.6 times the isolated-bond value, and for 0.28 and 0.32 nm about 2.3 times. The chain leaves out Coulomb interaction and the other two axes, so it gives no Born charge for the crystal, but it does show that, within the same one-electron model, the ceiling of $\sqrt2$ does not carry over to bonds that share orbitals. In an amorphous network with a separate hybrid orbital for each bond, the isolated bond is a better starting point, though coupling between hybrids on one atom remains. It is left out here, and its effect can have either sign. A coupling of 2 eV among the four hybrids of the cation lowers $Z$ to about 0.97 at fixed $V_3$, but leaves it near 1.26 if the static charge is held fixed. In a chain with two hybrids per atom and 2 eV on both atoms, stretching one bond gives about 1.7. The values of the worked example and of the tests above are in the numerical output below.

## Numbers as computed

```
bond length d: 0.26 nm
coupling coefficient eta: 2.2
polar energy V3: 1.5 eV
hbar^2/m: 0.07620 eV nm^2
coupling V2: 2.480 eV
half splitting sqrt(V2^2+V3^2): 2.898 eV
polarity alpha = static charge: 0.5176 e
dipole: 0.1346 e nm
dipole: 6.46 debye
charge-transfer part of Z: 0.7578 e
dynamical charge Z: 1.2754 e
dynamical charge Z: 2.043 1e-19 C
Z from energy in a field: 1.2754 e
largest Z found by search: 1.41421 e
length at largest Z: 0.334 nm
V2 at that length: 1.500 eV
polarity at that length: 0.707
Z at polarity 0.25: 0.7188 e
Z at polarity 0.5: 1.2500 e
Z at polarity 0.9: 1.2420 e
direction-averaged Z, example: 0.7702 e
direction-averaged Z, maximum: 1.0143 e
maximum Z for coupling d^-3: 1.7778 e
maximum Z for coupling d^-4: 2.1517 e
Z of example with coupling d^-3: 1.6543 e
unequal supply delta: 0.3333 electron
unequal supply: maximum Z: 1.0809 e
unequal supply: maximum Z / full ionic charge: 1.621
field: 1.0 MV/cm
force from field: 0.1275 eV/nm
force from field: 20.43 pN
bond stiffness: 100 N/m
stretch from field: 0.204 pm
field energy e F d/2: 0.0130 eV
temperature: 300 K
classical thermal spread of d: 6.44 pm
change of Z over that spread: 0.0261 e
on-site repulsion U: 7.0 eV
Coulomb energy e^2/d: 5.54 eV
Z, two-electron, bare Coulomb: 0.767 e
Coulomb divisor in screened case: 10
Z, two-electron, screened Coulomb: 1.225 e
orbital overlap: 0.3
Z with overlap: 1.172 e
Z in chain, second bond 0.26 nm: 4.309 e
Z in chain, second bond 0.30 nm: 3.314 e
Z in chain, second bond 0.36 nm: 2.253 e
```
